# Large-Separation Resistance of an Infinite Square Resistor Grid: test program

```python
# Result under test: on an infinite square grid of equal resistors R, two nodes
# a distance d apart (in lattice spacings, d large) have the resistance
#     (R/pi) * (ln d + gamma + (3/2) ln 2),
# with first correction -(R/pi) cos(4 phi)/(12 d^2).
# m, n : separation in columns and rows;  d = sqrt(m^2+n^2);  phi : its angle
# gamma : Euler's constant;  s(x) : decay rate, cosh s = 2 - cos x
# Resistances are in units of R until the worked example.
import numpy as np
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from scipy.constants import mu_0

GAMMA = np.euler_gamma
CONST = GAMMA + 1.5 * np.log(2)


def decay(x):
    return 2 * np.arcsinh(np.sin(x / 2))


def one_minus_damped_cos(a, b):
    """1 - exp(-a) cos(b), free of cancellation."""
    return -np.expm1(-a) + 2 * np.exp(-a) * np.sin(b / 2) ** 2


def integrate(f):
    return quad(f, 0, np.pi, limit=500, epsabs=1e-11, epsrel=1e-11)[0]


def line_integral(m, n):
    """Grid resistance from the single integral, arguments as given."""
    return integrate(lambda x: one_minus_damped_cos(n * decay(x), m * x)
                     / np.sinh(decay(x))) / np.pi


def grid_resistance(m, n):
    m, n = sorted((abs(m), abs(n)))
    return line_integral(m, n)


def asymptotic(m, n):
    return (np.log(np.hypot(m, n)) + CONST) / np.pi


def periodic_sum(m, n, size):
    """Resistance on a periodic size x size grid, explicit mode sum."""
    k = 2 * np.pi * np.arange(size) / size
    x, y = k[:, None], k[None, :]
    denominator = 2 - np.cos(x) - np.cos(y)
    denominator[0, 0] = 1.0          # numerator vanishes for this mode
    return np.sum((1 - np.cos(m * x + n * y)) / denominator) / size**2


class OpenSheet:
    """Finite sheet with insulating edges; Kirchhoff's equations solved.
    With via_conductance, x wires and y wires lie in two layers."""

    def __init__(self, size, via_conductance=None):
        self.size = size
        node = np.arange(size * size).reshape(size, size)
        upper = node if via_conductance is None else node + size * size
        links = [(node[:-1], node[1:], 1.0),
                 (upper[:, :-1], upper[:, 1:], 1.0)]
        if via_conductance is not None:
            links.append((node, upper, via_conductance))
        a = np.concatenate([p.ravel() for p, q, g in links])
        b = np.concatenate([q.ravel() for p, q, g in links])
        g = np.concatenate([np.full(p.size, c) for p, q, c in links])
        self.count = int(upper.max()) + 1
        matrix = coo_matrix((np.concatenate([g, g, -g, -g]),
                             (np.concatenate([a, b, a, b]),
                              np.concatenate([a, b, b, a]))),
                            shape=(self.count, self.count)).tocsc()
        self.lu = splu(matrix[:-1, :-1].tocsc(),
                       permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                       options=dict(SymmetricMode=True))

    def potential(self, currents):
        """currents: list of (column, row, current), measured from centre."""
        c = self.size // 2
        rhs = np.zeros(self.count)
        for i, j, current in currents:
            rhs[(c + i) * self.size + c + j] += current
        v = np.append(self.lu.solve(rhs[:-1]), 0.0)
        v = v[:self.size**2].reshape(self.size, self.size)
        return lambda i, j: v[c + i, c + j]

    def pair(self, i, j):
        """Resistance between nodes (i,j) and (-i,-j) about the centre."""
        v = self.potential([(i, j, 1.0), (-i, -j, -1.0)])
        return v(i, j) - v(-i, -j)


def extrapolate(r1, n1, r2, n2):
    """Remove an error proportional to 1/size^2."""
    return (n2**2 * r2 - n1**2 * r1) / (n2**2 - n1**2)


# --- the single integral against the network itself ---
small_sheet, large_sheet = OpenSheet(101), OpenSheet(201)
sheet_limit = extrapolate(small_sheet.pair(2, 1), 101,
                          large_sheet.pair(2, 1), 201)
periodic_limit = extrapolate(periodic_sum(4, 2, 300), 300,
                             periodic_sum(4, 2, 600), 600)
exact_42 = grid_resistance(4, 2)
assert abs(sheet_limit - exact_42) < 1e-4      # left: (d/size)^4 terms
assert abs(periodic_limit - exact_42) < 1e-6
assert abs(grid_resistance(1, 0) - 0.5) < 1e-9
assert abs(line_integral(5, 0) - line_integral(0, 5)) < 1e-8

# --- the two pieces that make the logarithm and the constant ---
for m, n in [(0, 2), (2, 3), (5, 5)]:
    piece = integrate(lambda x: one_minus_damped_cos(n * x, m * x) / x)
    d = np.hypot(m, n)
    assert (abs(piece - np.log(np.pi * d) - GAMMA)
            <= np.exp(-np.pi * n) / (np.pi * d) + 1e-9)
constant_piece = integrate(lambda x: 1 / np.sinh(decay(x)) - 1 / x)
constant_formula = 1.5 * np.log(2) - np.log(np.pi)
assert abs(constant_piece - constant_formula) < 1e-8

# --- inequalities and the uniform error bound ---
x = np.linspace(0.01, np.pi, 4000)
slope = 2 * np.arcsinh(1.0) / np.pi
assert np.all(x - decay(x) <= x**3 / 12 + 1e-13)
assert np.all(np.abs(1 / np.sinh(decay(x)) - 1 / x) <= x / 8)
assert np.all(decay(x) >= slope * x - 1e-13)
bound = 1 / (8 * slope**2) + 1 / (6 * slope**3)
for n in range(1, 13):
    for m in range(n + 1):
        error = np.pi * abs(grid_resistance(m, n) - asymptotic(m, n))
        assert error <= (bound / n**2
                         + np.exp(-np.pi * n) / (np.pi * np.hypot(m, n)))

# --- angular correction: what is left must fall as 1/d^4 ---
for m, n in [(0, 10), (7, 7), (12, 16), (5, 20), (0, 40)]:
    d, phi = np.hypot(m, n), np.arctan2(n, m)
    left = (np.pi * (grid_resistance(m, n) - asymptotic(m, n))
            + np.cos(4 * phi) / (12 * d**2))
    assert abs(left) < 0.25 / d**4 + 1e-9

# --- diagonal: sum over odd numbers ---
for n in (1, 2, 5, 20):
    odd_sum = 2 / np.pi * np.sum(1 / (2 * np.arange(1, n + 1) - 1.0))
    assert abs(odd_sum - grid_resistance(n, n)) < 1e-8
n_far = 100000
far_sum = 2 * np.sum(1 / (2 * np.arange(1, n_far + 1) - 1.0))
diagonal_constant = far_sum - np.log(np.sqrt(2) * n_far)
assert abs(diagonal_constant - CONST) < 1e-8

# --- worked example: ruthenium mesh, rough typical parameters ---
rho = 15.0            # line resistivity, microohm cm
width, thick, pitch = 20.0, 40.0, 200.0      # nm
current = 10.0        # microampere
col, row = 12, 16
R = rho * 1e-8 * pitch * 1e-9 / (width * thick * 1e-18)      # ohm
d = np.hypot(col, row)
phi = np.arctan2(row, col)
exact = grid_resistance(col, row)
approx = asymptotic(col, row)
corrected = approx - np.cos(4 * phi) / (12 * np.pi * d**2)

# insulating edges and the busiest segment
edge_shift = large_sheet.pair(col // 2, row // 2) - exact
i, j = col // 2, row // 2
v = large_sheet.potential([(i, j, 1.0), (-i, -j, -1.0)])
busiest = max(v(i, j) - v(i + a, j + b)
              for a, b in [(1, 0), (-1, 0), (0, 1), (0, -1)])
density = busiest * current * 1e-6 / (width * thick * 1e-14) / 1e6

# vias: square plugs of the wire width, as high as a wire is thick
R_via = rho * 1e-8 * thick * 1e-9 / (width**2 * 1e-18)
via_small = OpenSheet(101, R / R_via).pair(i, j) - small_sheet.pair(i, j)
via_large = OpenSheet(201, R / R_via).pair(i, j) - large_sheet.pair(i, j)

# four equivalent taps around the load
taps = [(col, row), (-row, col), (-col, -row), (row, -col)]
four_exact = exact - (2 * grid_resistance(col + row, row - col)
                      + grid_resistance(2 * col, 2 * row)) / 8
four_approx = (0.625 * (np.log(d) + CONST) - 0.25 * np.log(2)) / np.pi
v = large_sheet.potential([(0, 0, 1.0)] + [(a, b, -0.25) for a, b in taps])
four_network = v(0, 0) - v(col, row)
assert max(abs(v(a, b) - v(col, row)) for a, b in taps) < 1e-8
assert abs(four_network - four_exact) < 1e-5
assert abs(four_approx - four_exact) < 1e-3    # left: 1/d^2 terms

# heating: only the bulk (phonon) part of the resistivity grows
rho_bulk, temp_coeff, heating = 7.0, 0.004, 80.0
hot_fraction = rho_bulk * temp_coeff * heating / rho

# self-inductance of one straight segment
frequency = 5.0       # GHz
inductance = (mu_0 / (2 * np.pi) * pitch * 1e-9
              * (np.log(2 * pitch / (width + thick)) + 0.5))
reactance = 2 * np.pi * frequency * 1e9 * inductance

print("GENERAL RESULTS (resistances in units of R)")
print(f"gamma + 1.5 ln 2                  {CONST:.6f}")
print(f"same constant from diagonal sum   {diagonal_constant:.6f}")
print(f"constant integral, quadrature     {constant_piece:.6f}")
print(f"1.5 ln 2 - ln pi                  {constant_formula:.6f}")
print(f"slope c in s >= c x               {slope:.4f}")
print(f"error-bound coefficient           {bound:.3f}")
print(f"R(4,2) single integral            {exact_42:.6f}")
print(f"R(4,2) open sheets, extrapolated  {sheet_limit:.6f}")
print(f"R(4,2) periodic, extrapolated     {periodic_limit:.6f}")
print("columns rows  exact  asymptotic  difference")
for m, n in [(0, 1), (1, 1), (0, 2), (3, 4), (0, 10), (12, 16)]:
    e, a = grid_resistance(m, n), asymptotic(m, n)
    print(f"{m:3d} {n:3d}  {e:.6f}  {a:.6f}  {a - e:+.6f}")
print("RUTHENIUM MESH (rough typical inputs)")
print(f"line resistivity          {rho:.1f} microohm cm")
print(f"width, thickness, pitch   {width:.0f}, {thick:.0f}, {pitch:.0f} nm")
print(f"columns, rows, d          {col}, {row}, {d:.0f} spacings")
print(f"distance                  {d * pitch:.0f} nm")
print(f"current                   {current:.1f} microampere")
print(f"segment resistance R      {R:.2f} ohm")
print(f"ln d                      {np.log(d):.4f}")
print(f"asymptotic resistance     {R * approx:.4f} ohm")
print(f"with angular correction   {R * corrected:.4f} ohm")
print(f"exact grid resistance     {R * exact:.4f} ohm")
print(f"voltage drop              {R * approx * current / 1e3:.4f} mV")
print(f"added by doubling d       {R * np.log(2) / np.pi:.3f} ohm")
print("NEGLECTED EFFECTS")
print(f"sheet side, 201 nodes     {201 * pitch:.0f} nm")
print(f"edges add                 {R * edge_shift:+.3f} ohm")
print(f"one via                   {R_via:.2f} ohm")
print(f"vias add, 201-node side   {R * via_large:+.3f} ohm")
print(f"shift from 101-node side  {R * (via_large - via_small):+.4f} ohm")
print(f"four taps, exact grid     {R * four_exact:.3f} ohm")
print(f"four taps, asymptotic     {R * four_approx:.3f} ohm")
print(f"four taps, 201-node sheet {R * four_network:.3f} ohm")
print(f"bulk resistivity          {rho_bulk:.1f} microohm cm")
print(f"bulk temp. coefficient    {temp_coeff:.3f} per K")
print(f"heating                   {heating:.0f} K")
print(f"heating adds              {100 * hot_fraction:.1f} percent")
print(f"which is                  {R * approx * hot_fraction:.2f} ohm")
print(f"frequency                 {frequency:.1f} GHz")
print(f"segment reactance         {reactance:.5f} ohm")
print(f"busiest segment carries   {100 * busiest:.1f} percent of current")
print(f"its current density       {density:.3f} MA/cm2")
print("verified")
```

It prints:

```
GENERAL RESULTS (resistances in units of R)
gamma + 1.5 ln 2                  1.616936
same constant from diagonal sum   1.616936
constant integral, quadrature     -0.105009
1.5 ln 2 - ln pi                  -0.105009
slope c in s >= c x               0.5611
error-bound coefficient           1.341
R(4,2) single integral            0.991924
R(4,2) open sheets, extrapolated  0.991924
R(4,2) periodic, extrapolated     0.991924
columns rows  exact  asymptotic  difference
  0   1  0.500000  0.514687  +0.014687
  1   1  0.636620  0.625005  -0.011615
  0   2  0.726760  0.735322  +0.008562
  3   4  1.027887  1.026987  -0.000901
  0  10  1.247351  1.247622  +0.000271
 12  16  1.468314  1.468258  -0.000056
RUTHENIUM MESH (rough typical inputs)
line resistivity          15.0 microohm cm
width, thickness, pitch   20, 40, 200 nm
columns, rows, d          12, 16, 20 spacings
distance                  4000 nm
current                   10.0 microampere
segment resistance R      37.50 ohm
ln d                      2.9957
asymptotic resistance     55.0597 ohm
with angular correction   55.0618 ohm
exact grid resistance     55.0618 ohm
voltage drop              0.5506 mV
added by doubling d       8.274 ohm
NEGLECTED EFFECTS
sheet side, 201 nodes     40200 nm
edges add                 +0.203 ohm
one via                   15.00 ohm
vias add, 201-node side   +8.530 ohm
shift from 101-node side  -0.0003 ohm
four taps, exact grid     32.346 ohm
four taps, asymptotic     32.344 ohm
four taps, 201-node sheet 32.346 ohm
bulk resistivity          7.0 microohm cm
bulk temp. coefficient    0.004 per K
heating                   80 K
heating adds              14.9 percent
which is                  8.22 ohm
frequency                 5.0 GHz
segment reactance         0.00301 ohm
busiest segment carries   25.7 percent of current
its current density       0.321 MA/cm2
verified
```
